\section*{Front resistance and transfer length of a metal contact on a sheet}

\section*{Problem}

A metal electrode lies on a thin conducting sheet and covers it from the front edge $x=0$ to $x=d$, over a width $W$. Current $I_0$ flows along the uncovered sheet, reaches the front edge, and passes into the metal through the interface. No current leaves the sheet at its far end $x=d$.

The sheet has sheet resistance $R_{\rm sh}$ (ohm per square), with the same value under the metal as outside. The interface is ohmic and uniform: a voltage $V$ across it drives a current density $V/\rho_c$, where $\rho_c$ is the specific contact resistivity. The metal is an equipotential, taken as zero. The sheet is thin enough to have a single potential $V(x)$ at each $x$, and nothing varies across the width.

\begin{enumerate}
\item[(a)] Find the equation obeyed by $V(x)$ and the length that it contains, the transfer length $L_T$.
\item[(b)] Solve it, and find the front contact resistance $R_c=V(0)/I_0$.
\item[(c)] Examine $R_c$ for very short and very long contacts.
\item[(d)] Evaluate $L_T$ for $\rho_c=10^{-8}\ \Omega\,{\rm cm^2}$ and $R_{\rm sh}=100\ \Omega$ per square. Then find $R_cW$ for a contact with $d=30$ nm, and the front voltage at a current of 1 mA per $\mu$m of width.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Let $I(x)$ be the current still in the sheet at $x$. A slice of length $dx$ has resistance $R_{\rm sh}\,dx/W$ along the sheet and offers an area $W\,dx$ to the interface current. Write one equation for the voltage drop and one for the loss of current.
\item Translate the condition $I(d)=0$ into a condition on $V'(d)$. Hyperbolic functions of $d-x$, rather than of $x$, then make one constant vanish.
\item For part (c), expand the hyperbolic functions to two terms. Ask where the current enters the metal in each limit.
\item In part (d), keep centimetres until the square root has been taken.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The contact equation}

Count $I$ as positive towards increasing $x$. The potential falls in the direction of the current, so Ohm's law for a slice of sheet gives
\begin{equation}
\frac{dV}{dx}=-\frac{R_{\rm sh}}{W}\,I .
\label{ohm}
\end{equation}
The slice loses the current $(V/\rho_c)\,W\,dx$ to the metal. Charge conservation in the steady state therefore gives
\begin{equation}
\frac{dI}{dx}=-\frac{W}{\rho_c}\,V .
\label{charge}
\end{equation}
Differentiate \eqref{ohm} and insert \eqref{charge}. The two minus signs cancel, and so does $W$:
\begin{equation}
\frac{d^2V}{dx^2}=-\frac{R_{\rm sh}}{W}\frac{dI}{dx}
=\frac{R_{\rm sh}}{\rho_c}\,V=\frac{V}{L_T^2},
\qquad
L_T=\sqrt{\frac{\rho_c}{R_{\rm sh}}} .
\label{transfer}
\end{equation}
Since $\rho_c$ has the unit $\Omega\,{\rm cm^2}$ and $R_{\rm sh}$ the unit $\Omega$, $L_T$ is a length. It is set by the interface and the sheet, and does not depend on the contact length $d$. A more resistive interface lengthens it, because the current must spread over more area; a more resistive sheet shortens it.

\subsection*{(b) Potential, current and resistance}

The general solution of \eqref{transfer} can be written
\begin{equation}
V(x)=A\cosh\frac{d-x}{L_T}+B\sinh\frac{d-x}{L_T}.
\end{equation}
Its derivative, with a minus sign from the argument $d-x$, is
\begin{equation}
V'(x)=-\frac{A}{L_T}\sinh\frac{d-x}{L_T}-\frac{B}{L_T}\cosh\frac{d-x}{L_T}.
\end{equation}
At the far end $I(d)=0$, so \eqref{ohm} requires $V'(d)=0$. Since $\sinh 0=0$ and $\cosh 0=1$, this means $-B/L_T=0$, hence $B=0$. The remaining constant follows from the value at the front, $V(0)=A\cosh(d/L_T)$. Thus
\begin{equation}
V(x)=V(0)\,\frac{\cosh[(d-x)/L_T]}{\cosh(d/L_T)} .
\end{equation}
Equation \eqref{ohm} now gives the current:
\begin{equation}
I(x)=-\frac{W}{R_{\rm sh}}V'(x)
=\frac{W\,V(0)}{R_{\rm sh}L_T}\,
\frac{\sinh[(d-x)/L_T]}{\cosh(d/L_T)} .
\label{current}
\end{equation}
Set $x=0$, where $I(0)=I_0$, and divide $V(0)$ by $I_0$:
\begin{equation}
R_c=\frac{R_{\rm sh}L_T}{W}\,\frac{\cosh(d/L_T)}{\sinh(d/L_T)} .
\end{equation}
The prefactor simplifies because $R_{\rm sh}L_T=R_{\rm sh}\sqrt{\rho_c/R_{\rm sh}}=\sqrt{\rho_cR_{\rm sh}}$. The result is
\begin{equation}
R_c=\frac{\sqrt{\rho_cR_{\rm sh}}}{W}\,\coth\frac{d}{L_T}.
\label{coth}
\end{equation}
This resistance includes the sheet under the metal but not the uncovered sheet in front of it.

\subsection*{(c) Two limits}

\paragraph{Short contact.} Write $y=d/L_T\ll1$. Then
\begin{equation}
\coth y=\frac{1+y^2/2+\cdots}{y\,(1+y^2/6+\cdots)}
=\frac1y\left(1+\frac{y^2}{2}-\frac{y^2}{6}+\cdots\right)
=\frac1y+\frac y3+\cdots .
\end{equation}
Multiply by $\sqrt{\rho_cR_{\rm sh}}$. The first term gives $\sqrt{\rho_cR_{\rm sh}}\,L_T/d=\rho_c/d$, and the second gives $\sqrt{\rho_cR_{\rm sh}}\,d/(3L_T)=R_{\rm sh}d/3$. Hence
\begin{equation}
R_cW\simeq\frac{\rho_c}{d}+\frac{R_{\rm sh}d}{3}.
\label{short}
\end{equation}
The first term is the interface resistance with the whole area in use. The factor $1/3$ in the second comes from nearly uniform injection. The sheet current then falls as $I_0(1-x/d)$, and the power lost in the sheet is
\begin{equation}
\frac{R_{\rm sh}}{W}\int_0^dI_0^2\left(1-\frac xd\right)^2dx
=\frac{R_{\rm sh}d}{3W}\,I_0^2 .
\end{equation}

\paragraph{Long contact.} For $d\gg L_T$, $\coth(d/L_T)\to1$ and
\begin{equation}
R_cW\to\sqrt{\rho_cR_{\rm sh}}=\frac{\rho_c}{L_T}.
\end{equation}
The contact has the resistance of a uniformly used interface of length $L_T$. From \eqref{current}, the sheet current becomes $I_0e^{-x/L_T}$ away from the far end. After one transfer length a fraction $1-e^{-1}$, or 63.2\%, of the current has entered the metal. With $\rho_c$, $R_{\rm sh}$ and $W$ fixed, further lengthening adds area that carries little current.

\subsection*{(d) Numbers}

The transfer length is
\begin{equation}
L_T=\sqrt{\frac{10^{-8}\ \Omega\,{\rm cm^2}}{100\ \Omega}}
=\sqrt{10^{-10}\ {\rm cm^2}}=10^{-5}\ {\rm cm}=100\ {\rm nm}.
\end{equation}
For the resistance, use $1\ {\rm cm^2}=10^8\ \mu{\rm m^2}$, so that $\rho_c=1\ \Omega\,\mu{\rm m^2}$. Then $\sqrt{\rho_cR_{\rm sh}}=\sqrt{1\times100}=10\ \Omega\,\mu$m. With $d/L_T=0.30$,
\begin{equation}
R_cW=10\,\coth(0.30)=10\times3.433=34.3\ \Omega\,\mu{\rm m}.
\end{equation}
The short-contact form \eqref{short} gives $1/0.030+100\times0.030/3=33.33+1.00=34.33\ \Omega\,\mu$m, so nearly all the resistance is that of the interface. At 1 mA/$\mu$m the front voltage is $10^{-3}\times34.3$ V $=34.3$ mV.

The mean interface current density is $1\ {\rm mA}/\mu{\rm m}$ divided by $0.030\ \mu$m, or 3.33 MA/cm$^2$. At the front edge the density is $V(0)/\rho_c$. Its ratio to the mean $I_0/(Wd)$ is
\begin{equation}
\frac{V(0)}{\rho_c}\,\frac{Wd}{I_0}=\frac{R_cWd}{\rho_c}
=\frac{d}{L_T}\coth\frac{d}{L_T}=0.30\times3.433=1.03 .
\end{equation}
This short contact is used almost uniformly. Other lengths, with the same $\rho_c$ and $R_{\rm sh}$, give:
\begin{center}
\begin{tabular}{lccccc}
$d$ (nm) & 10 & 30 & 100 & 200 & 300\\
$R_cW$ ($\Omega\,\mu$m) & 100.3 & 34.3 & 13.1 & 10.4 & 10.0
\end{tabular}
\end{center}
From 10 to 30 nm the resistance falls nearly as $1/d$; from 200 to 300 nm it hardly changes.

The result can be checked without hyperbolic functions. Cut the contact into 2000 cells, each with a sheet resistor and a resistor to the metal, and solve Kirchhoff's loop equations. For $d=30$ nm this network gives $34.3274\ \Omega\,\mu$m, the same as \eqref{coth} to the digits shown.

\subsection*{How far the model holds in a real contact}

The numbers are in the regime of a silicided source or drain contact on heavily doped n-type silicon. There $\rho_c$ near $10^{-8}\ \Omega\,{\rm cm^2}$ is a rough typical value, and the best contacts lie lower. A film 40 nm thick with this $R_{\rm sh}$ has resistivity $4\times10^{-4}\ \Omega\,$cm, which at $2\times10^{20}$ active donors per cm$^3$ implies a mobility of 78 cm$^2$/Vs, above the roughly 50 to 60 cm$^2$/Vs that empirical fits give at this doping. The assumption of one potential at each $x$ needs the resistance-area product across a film of thickness $t$, of order $R_{\rm sh}t^2$, to be small beside $\rho_c$, that is $t\ll L_T$; the ratio of $t$ to $d$ matters much less. Here $t/L_T=0.4$, which is not small. A two-dimensional solution for the potential in the film, with the resistance of the uncovered part subtracted, gives $35.8\ \Omega\,\mu$m, 4.4\% above \eqref{coth}. For the same film the excess is still 2.5\% at $d=300$ nm, and at $d=30$ nm it grows to 34\% if $\rho_c$ is lowered to $10^{-9}\ \Omega\,{\rm cm^2}$. For a 4 nm film with the same $R_{\rm sh}$ the excess is 0.05\%; this is a numerical thin limit only, since at this doping it would need a mobility of 780 cm$^2$/Vs. A metal layer of 10 $\Omega$ per square, with its current drawn off at the far edge, raises \eqref{coth} by 0.3\%.

The ohmic interface may be the weaker assumption at this current. Electrons tunnel through the barrier, and the voltage scale of the tunnelling current is roughly $E_{00}/e$, where
\begin{equation}
E_{00}=\frac{e\hbar}{2}\sqrt{\frac{N}{m\,\varepsilon}} .
\end{equation}
Here $N$ is the donor density, $m$ the tunnelling mass and $\varepsilon$ the permittivity. With $m=0.19$ electron masses, the light transverse mass of silicon, and relative permittivity 11.7, $E_{00}=0.18$ eV. As an order estimate, replace $V/\rho_c$ by
\begin{equation}
J=\pm\frac{E_{00}}{e\rho_c}\left(e^{\pm eV/E_{00}}-1\right),
\end{equation}
with one sign for each current direction. Both signs return $V/\rho_c$ at small $V$. The law ignores the change of the barrier's shape with voltage. That change acts against the effect, so the law may overstate the correction and does not settle its sign. With this law, the resistance at 1 mA/$\mu$m becomes about 32 or 38 $\Omega\,\mu$m, that is roughly 8\% below or 11\% above \eqref{coth}. Within this law a heavier tunnelling mass lowers $E_{00}$ and enlarges the correction. A WKB estimate for a parabolic depletion barrier with the same mass and doping, its height fitted to the same $\rho_c$, includes the change of shape and gives a smaller correction of the opposite sign, about 6\% above \eqref{coth} in forward bias and 5\% below in reverse.

The effect of operation at 358 K instead of 300 K can be estimated in a similarly rough way. Let $R_{\rm sh}$ rise by a rough 0.1\% per kelvin, to 105.8 $\Omega$ per square. Let the barrier transmission grow with energy as $e^{E/E_{00}}$; thermal broadening then lowers $\rho_c$ to $0.985\times10^{-8}\ \Omega\,{\rm cm^2}$. With these assumptions the resistance falls by 1.3\% and $L_T$ becomes 96 nm. A transmission that grows more steeply with energy gives a larger fall, possibly several per cent. For a given $\rho_c$, these separate estimates suggest that the value of $34\ \Omega\,\mu$m may be off by roughly 5 to 15 per cent at this current; they do not set a bound. An error in $\rho_c$ itself passes almost in proportion into $R_c$, since $\rho_c/d$ dominates.

\section*{Variation 1: how long is long enough?}

\emph{For the same $\rho_c$ and $R_{\rm sh}$, at what length is $R_c$ 1\% above its long-contact value?}

The condition is $\coth y=1.01$. Write
\begin{equation}
\coth y=\frac{e^{2y}+1}{e^{2y}-1}=1.01 .
\end{equation}
Multiplying out gives $e^{2y}+1=1.01\,e^{2y}-1.01$, so $0.01\,e^{2y}=2.01$ and $e^{2y}=201$. Therefore $y=\tfrac12\ln201=2.65$ and $d=2.65\,L_T=265$ nm. Within the model, a longer contact can lower the resistance by at most a further 1\% of the long-contact value.

\section*{Variation 2: a more resistive sheet under the metal}

\emph{Forming a silicide consumes silicon. Suppose that this doubles $R_{\rm sh}$ under the metal, with $\rho_c$ and $d=30$ nm unchanged. What happens to $L_T$ and $R_c$?}

Equations \eqref{ohm}--\eqref{coth} describe the covered part, so its own sheet resistance, 200 $\Omega$ per square, must be used. The transfer length falls by $\sqrt2$:
\begin{equation}
L_T=\frac{100\ {\rm nm}}{\sqrt2}=70.7\ {\rm nm}.
\end{equation}
The resistance becomes
\begin{equation}
R_cW=\sqrt{1\times200}\;\coth\frac{30}{70.7}=35.3\ \Omega\,\mu{\rm m},
\end{equation}
a rise of 2.9\%. Equation \eqref{short} shows why it is small: doubling $R_{\rm sh}$ raises the sheet term from 1 to 2 $\Omega\,\mu$m and leaves the interface term of 33.3 $\Omega\,\mu$m alone. For a long contact the same change would raise $R_c$ by the factor $\sqrt2$. Within the model, a measured $R_c$ of a short contact of known length is therefore a good guide to $\rho_c$ but a poor one to the sheet resistance beneath the metal. The rule needs a planar contact and a film much thinner than $L_T$. A silicide that consumes half of a 40 nm film is recessed by 20 nm, and its front sidewall, which the model omits, adds contact area comparable to the 30 nm length. With the same $\rho_c$ on that sidewall, $R_cW$ falls to about $21\ \Omega\,\mu$m instead of rising, and \eqref{coth} would then understate $\rho_c$ by about 40\%.

\section*{Computed values}
\begin{verbatim}
contact resistivity: 1.0e-08 ohm cm2 = 1.000 ohm um2
sheet resistance: 100.0 ohm per square
transfer length: 100.00 nm = 1.00e-05 cm
1/e length of current in network: 100.00 nm
current in metal after one L_T, long contact: 63.2 %
long-contact floor of R_c W: 10.000 ohm um
length for 1% above floor: 265.2 nm
length (nm), R_c W formula (ohm um), network (ohm um), ratio to floor
     10   100.3331   100.3331  10.0333
     30    34.3274    34.3274   3.4327
    100    13.1304    13.1304   1.3130
    200    10.3731    10.3731   1.0373
    300    10.0497    10.0497   1.0050
    500    10.0009    10.0009   1.0001
example contact length: 30.0 nm, d/L_T = 0.300
coth(d/L_T): 3.4327
example R_c W: 34.327 ohm um
area term rho_c/d: 33.333 ohm um
sheet term R_sh d/3: 1.000 ohm um
short-contact sum: 34.333 ohm um
current per width: 1.00 mA/um
front voltage V(0): 34.33 mV
mean interface current density: 3.333 MA/cm2
front-edge over mean current density: 1.0298
film thickness: 40.0 nm
film resistivity: 4.00e-04 ohm cm
active doping: 2.0e+20 cm-3, mobility: 78.0 cm2/Vs
2D result, 4 nm film: 34.345 ohm um (+0.05 %)
2D result, actual film: 35.827 ohm um (+4.37 %)
metal sheet resistance: 10.0 ohm per square
R_c W with metal: 34.428 ohm um (+0.29 %)
R_c W, doubled R_sh: 35.310 ohm um (+2.86 %)
transfer length, doubled R_sh: 70.7 nm
mass ratio: 0.19, relative permittivity: 11.7
tunnelling scale E00: 0.176 eV
thermal energy at 300 K: 0.0259 eV
nonlinear, forward: 31.52 ohm um (-8.2 %)
nonlinear, reverse: 37.95 ohm um (+10.5 %)
relative rise of R_sh: 1.0e-03 per K
R_sh at 358 K: 105.8 ohm per square
rho_c at 358 K: 9.848e-09 ohm cm2
R_c W at 358 K: 33.879 ohm um (-1.31 %)
transfer length at 358 K: 96.5 nm
\end{verbatim}
